# Hole Landau levels in a (001) well: the four-component ansatz

A (001) quantum well holds a layer of holes, and a magnetic field \(B\) points along the growth axis \(z\). For a particle with one simple mass the motion separates: the well fixes a subband energy and the field adds a ladder of equally spaced levels. A hole at the top of the valence band carries an angular momentum 3/2 that is tied to its direction of motion, so its in-plane motion and its motion across the well are coupled. The question is whether the in-plane coordinates can still be eliminated.

## 1. Conventions

Hole energies are counted positive. The electron charge is \(-e\), and \(\mathbf k=-i\nabla+e\mathbf A/\hbar\). In the gauge \(\mathbf A=(0,Bx,0)\),

\[
k_x=-i\partial_x,\qquad k_y=-i\partial_y+\frac{x}{l^2},\qquad l^2=\frac{\hbar}{eB},\qquad [k_x,k_y]=-\frac{i}{l^2}.
\]

With \(\{A,B\}=(AB+BA)/2\), the Luttinger Hamiltonian is

\[
H=\frac{\hbar^2}{2m_0}\Big\{\gamma_1k^2-2\gamma_2\big[(J_x^2-\tfrac54)k_x^2+\text{c.p.}\big]-4\gamma_3\big[\{J_x,J_y\}\{k_x,k_y\}+\text{c.p.}\big]\Big\}+2\mu_B\kappa BJ_z+V(z),
\]

where c.p. means cyclic permutations and \(\mathbf J\) are the spin-3/2 matrices. The potential depends on \(z\) alone and the \(\gamma\)'s are uniform. The split-off band, strain and the inversion asymmetry of the crystal are left out.

Let \(k_\pm=k_x\pm ik_y\). Then \([k_-,k_+]=2i[k_x,k_y]=2/l^2\), so that

\[
a=\frac{l\,k_-}{\sqrt2},\qquad a^\dagger=\frac{l\,k_+}{\sqrt2},\qquad [a,a^\dagger]=1 .
\]

Since \(k_\parallel^2=k_x^2+k_y^2=\tfrac12(k_-k_++k_+k_-)\), we have \(k_\parallel^2=(2/l^2)(a^\dagger a+\tfrac12)\). The oscillator functions are \(u_n=(a^\dagger)^nu_0/\sqrt{n!}\) with \(au_0=0\). I write \(\hbar\omega_0=\hbar eB/m_0=\hbar^2/(m_0l^2)\); then \(2\mu_BB=\hbar\omega_0\).

## 2. Simplest case: no coupling between components

First keep only the terms diagonal in \(m\), the eigenvalue of \(J_z\). In the \(\gamma_2\) term, write \(k_x^2\) and \(k_y^2\) as half-sum plus or minus half-difference. The half-sum gives, with \(J_x^2+J_y^2=\tfrac{15}4-J_z^2\),

\[
-2\gamma_2\,\tfrac12k_\parallel^2\big(J_x^2+J_y^2-\tfrac52\big)=\gamma_2k_\parallel^2\big(J_z^2-\tfrac54\big).
\]

The \(z\) part is \(-2\gamma_2(J_z^2-\tfrac54)k_z^2\). The bracket \(J_z^2-\tfrac54\) equals \(+1\) for \(|m|=3/2\) and \(-1\) for \(|m|=1/2\). The diagonal operator is therefore

\[
D_m(n)=-\frac{\hbar^2}{2m_0}(\gamma_1\mp2\gamma_2)\frac{d^2}{dz^2}+V(z)+\hbar\omega_0\big[(\gamma_1\pm\gamma_2)(n+\tfrac12)+\kappa m\big],
\]

with the upper sign for \(|m|=3/2\). The "heavy" hole, heavy along \(z\), is the lighter one in the plane at this level.

Take round parameters: \(\gamma_1=7.0\), \(\gamma_2=2.0\), \(\gamma_3=2.8\), \(\kappa=1.2\), a well 10 nm wide and 150 meV deep, and \(B=10\) T. Then \(l=8.11\) nm and \(\hbar\omega_0=1.158\) meV. The first heavy-hole edge at zero field is 8.16 meV in the sine basis used for the table (the exact finite-well value is 8.154 meV). For \(m=-3/2\), \(n=0\),

\[
8.16+1.158\,(9.0\times\tfrac12-1.2\times\tfrac32)=8.16+3.13\approx11.29\ \text{meV},
\]

or 11.28 meV with unrounded numbers. For \(m=+3/2\), \(n=0\) the Zeeman sign reverses, and the result is 15.45 meV. As \(B\to0\) at fixed \(n\) both return to the subband edge, as they should.

## 3. In-plane coupling and the axial average

Two in-plane terms remain:

\[
-\gamma_2(k_x^2-k_y^2)(J_x^2-J_y^2)-4\gamma_3\{k_x,k_y\}\{J_x,J_y\}.
\]

From \(k_\pm^2=k_x^2-k_y^2\pm2i\{k_x,k_y\}\) follow

\[
k_x^2-k_y^2=\tfrac12(k_+^2+k_-^2),\qquad \{k_x,k_y\}=\frac{k_+^2-k_-^2}{4i},
\]

and the same relations hold for \(J_\pm=J_x\pm iJ_y\). Because \((4i)^2=-16\), the two terms become

\[
-\frac{\gamma_2}4(k_+^2+k_-^2)(J_+^2+J_-^2)+\frac{\gamma_3}4(k_+^2-k_-^2)(J_+^2-J_-^2).
\]

Collecting products, with \(\bar\gamma=(\gamma_2+\gamma_3)/2\),

\[
-\frac{\bar\gamma}2\big(k_-^2J_+^2+k_+^2J_-^2\big)+\frac{\gamma_3-\gamma_2}4\big(k_+^2J_+^2+k_-^2J_-^2\big).
\]

Now turn the crystal axes by \(\varphi\) about \(z\). The components along these axes are \(k_\pm e^{\mp i\varphi}\) and \(J_\pm e^{\mp i\varphi}\). The first bracket does not change, while its partner acquires phases \(e^{\mp4i\varphi}\). The axial approximation is the average over \(\varphi\): it removes the second bracket and leaves \(\bar\gamma\) in the first. The diagonal terms are unaffected.

Test this stage on a case without motion along \(z\): \(V=0\) and no dependence on \(z\), so \(k_z=0\). The component \(m=3/2\) then couples only to \(m=-1/2\). The raising operator acts as

\[
J_+|\tfrac12\rangle=\sqrt3\,|\tfrac32\rangle,\quad J_+|-\tfrac12\rangle=2\,|\tfrac12\rangle,\quad J_+|-\tfrac32\rangle=\sqrt3\,|-\tfrac12\rangle,
\]

so \(\langle\tfrac32|J_+^2|-\tfrac12\rangle=2\sqrt3\). Also \(k_-^2=2a^2/l^2\) and \(a^2u_{n+2}=\sqrt{(n+1)(n+2)}\,u_n\). Hence the pair \((u_n,u_{n+2})\) closes on itself:

\[
\frac{H}{\hbar\omega_0}=\begin{pmatrix}(\gamma_1+\gamma_2)(n+\tfrac12)+\tfrac32\kappa&-\sqrt3\,\bar\gamma\sqrt{(n+1)(n+2)}\\-\sqrt3\,\bar\gamma\sqrt{(n+1)(n+2)}&(\gamma_1-\gamma_2)(n+\tfrac52)-\tfrac12\kappa\end{pmatrix}.
\]

For large \(n\) put \(\nu=n+\tfrac32\) and keep terms proportional to \(\nu\). To this order the eigenvalues are \(\nu\big(\gamma_1\pm\sqrt{\gamma_2^2+3\bar\gamma^2}\big)\). With \(k_\parallel^2=2\nu/l^2\) this is the field-free axial dispersion at \(k_z=0\). For the present numbers the lower branch has inverse mass \(7-\sqrt{4+17.28}=2.39\), against 9 and 5 on the diagonal. The coupling makes the lower branch heavy in the plane.

## 4. All four components

Motion along \(z\) brings in the remaining \(\gamma_3\) terms. As \(k_z\) commutes with \(k_x\) and \(k_y\), and \(J_xk_x+J_yk_y=\tfrac12(J_+k_-+J_-k_+)\), they are

\[
-2\gamma_3k_z\big(\{J_+,J_z\}k_-+\{J_-,J_z\}k_+\big).
\]

They too are unchanged by a turn of the crystal. Every coupling in the averaged Hamiltonian thus contains \(aJ_+\), \(a^2J_+^2\), or a Hermitian conjugate. The operator \(a\) lowers \(n\) by one and \(J_+\) raises \(m\) by one, so

\[
F=a^\dagger a+J_z
\]

commutes with the averaged \(H\).

This yields the ansatz and shows that no state is missed. At a given conserved wave number along \(y\), the functions \(u_n\) are complete in \(x\), so any state can be expanded in products of \(u_n\), a spin state \(m\) and a function of \(z\). Within one eigenspace of \(F\), each \(m\) admits the single index \(n=F-m\). Setting \(F=N+\tfrac32\),

\[
\psi=\big(f_1(z)u_N,\ f_2(z)u_{N+1},\ f_3(z)u_{N+2},\ f_4(z)u_{N+3}\big),\qquad N=-3,-2,-1,0,\dots
\]

for \(m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\). Components with negative index are absent. The wave number along \(y\) shifts the centre of the orbit and supplies the Landau degeneracy.

Next come the coefficients. The elements of \(\{J_+,J_z\}\) follow from those of \(J_+\) times the mean of the two \(m\) values: \(\sqrt3\) between \(\tfrac12\) and \(\tfrac32\), zero between \(-\tfrac12\) and \(\tfrac12\), and \(-\sqrt3\) between \(-\tfrac32\) and \(-\tfrac12\). With \(k_-=\sqrt2\,a/l\) and \(au_{N+1}=\sqrt{N+1}\,u_N\), the coupling of \(f_2\) into the first equation is

\[
\frac{\hbar^2}{2m_0}(-2\gamma_3)\sqrt3\,\frac{\sqrt2}{l}\sqrt{N+1}\,k_z=-c_{12}k_z,\qquad c_{12}=\sqrt6\,\gamma_3\frac{\hbar^2}{m_0l}\sqrt{N+1}.
\]

The coupling of \(f_4\) into the third equation has the opposite sign and \(a u_{N+3}=\sqrt{N+3}\,u_{N+2}\), hence \(+c_{34}k_z\) with

\[
c_{34}=\sqrt6\,\gamma_3\frac{\hbar^2}{m_0l}\sqrt{N+3}.
\]

The second-order couplings use \(\langle\tfrac32|J_+^2|-\tfrac12\rangle=\langle\tfrac12|J_+^2|-\tfrac32\rangle=2\sqrt3\):

\[
s_{13}=\sqrt3\,\bar\gamma\hbar\omega_0\sqrt{(N+1)(N+2)},\qquad s_{24}=\sqrt3\,\bar\gamma\hbar\omega_0\sqrt{(N+2)(N+3)}.
\]

Both enter with a minus sign. Let \(D_1,\dots,D_4\) be the diagonal operators for the four components with their own \(n\). Projection on each oscillator function leaves

\[
\begin{aligned}
Ef_1&=D_1f_1-c_{12}k_zf_2-s_{13}f_3,\\
Ef_2&=D_2f_2-c_{12}k_zf_1-s_{24}f_4,\\
Ef_3&=D_3f_3-s_{13}f_1+c_{34}k_zf_4,\\
Ef_4&=D_4f_4-s_{24}f_2+c_{34}k_zf_3 .
\end{aligned}
\]

Here \(k_z=-i\,d/dz\). The factors \(i\) disappear with \(f_1=g_1\), \(f_2=-ig_2\), \(f_3=g_3\), \(f_4=-ig_4\). For example \(-c_{12}k_zf_2=-c_{12}(-i)(-i)g_2'=+c_{12}g_2'\); the second and fourth equations are multiplied by \(i\) afterwards. The result is

\[
\begin{aligned}
Eg_1&=D_1g_1+c_{12}g_2'-s_{13}g_3,\\
Eg_2&=D_2g_2-c_{12}g_1'-s_{24}g_4,\\
Eg_3&=D_3g_3-s_{13}g_1-c_{34}g_4',\\
Eg_4&=D_4g_4-s_{24}g_2+c_{34}g_3' .
\end{aligned}
\]

These are ordinary differential equations in \(z\) alone. The opposite signs of the derivative terms are what hermiticity requires, since \(d/dz\) is antisymmetric.

## 5. Two limits of the full equations

**Small index.** For \(N=-3\) only \(f_4u_0\) exists, and one heavy-hole equation remains: the level at 11.28 meV found in section 2 is a full solution within the axial model. For \(N=-2\) two equations remain, for \(N=-1\) three. The coefficients that would lead from a surviving component to an absent one vanish by their square roots, because \(au_0=0\).

**Large index, no well.** Set \(V=0\), \(f_i\propto e^{ik_zz}\), and replace all oscillator factors by their leading large-\(N\) values, with \(k_\parallel^2=2N/l^2\). In units of \(\hbar^2/2m_0\) define

\[
P=\gamma_1k^2,\quad Q=\gamma_2(k_\parallel^2-2k_z^2),\quad r=\sqrt3\,\bar\gamma k_\parallel^2,\quad s=2\sqrt3\,\gamma_3k_\parallel k_z .
\]

The equations become the matrix

\[
M-P=\begin{pmatrix}Q&-s&-r&0\\-s&-Q&0&-r\\-r&0&-Q&s\\0&-r&s&Q\end{pmatrix}.
\]

Multiplying it by itself, the off-diagonal products cancel in pairs; between rows 1 and 4, for instance, \((-s)(-r)+(-r)s=0\). Each diagonal entry is \(Q^2+r^2+s^2\). Therefore

\[
E=\frac{\hbar^2}{2m_0}\Big[\gamma_1k^2\pm\sqrt{\gamma_2^2(k_\parallel^2-2k_z^2)^2+3\bar\gamma^2k_\parallel^4+12\gamma_3^2k_\parallel^2k_z^2}\,\Big],
\]

each root twice. If \(\gamma_2=\gamma_3=\gamma\), the root collapses to \(2\gamma k^2\), and the two isotropic inverse masses \(\gamma_1\pm2\gamma\) appear. This checks the relative numerical factors of the couplings. It cannot tell \(\gamma_3\) from \(\bar\gamma\), which are equal in this case; the direct diagonalization in the next section, with \(\gamma_2\neq\gamma_3\), tests that.

## 6. A test that does not assume the ansatz

The orientation-averaged Hamiltonian was also diagonalized directly in the Landau gauge, with 50 sine functions of \(x\) between walls \(18\,l\) apart. The well was tilted by 2 meV/nm, so that no mirror symmetry in \(z\) could help. Both sides of the comparison used the same six sine functions of \(z\) in a 14 nm box. The lowest 12 levels agreed with those of the \(z\)-equations to \(5\times10^{-13}\) meV, and the weight of the eigenvectors outside the four-component form was at most \(3\times10^{-14}\). A periodic \(x\) grid, where \(k_x\) and \(k_y\) jump at the ends of their ranges, served as a control: it put one false edge state among its lowest 12. That state happens to be the last of the twelve and to lie only about 0.01 meV below the true level whose place it takes, so the sorted energies hardly reveal it; such a grid is unsuitable here.

The real equations were tested separately for \(N=1\) in the untilted well. Finite differences with steps of 0.1 and 0.05 nm, extrapolated to zero step, agreed with 120 sine functions to \(3\times10^{-4}\) meV for three levels.

## 7. Reading the levels

For \(N=1\) the in-plane couplings are

\[
s_{13}=\sqrt3\times2.40\times1.158\times\sqrt6\approx11.8\ \text{meV},\qquad s_{24}\approx16.7\ \text{meV},
\]

while the first light-hole edge lies only \(22.92-8.16=14.76\) meV above the first heavy-hole edge. Coupling is not a small correction. The lowest levels in meV are:

| \(N\) | coupled | uncoupled | warping shift |
|---:|---:|---:|---:|
| −3 | 11.28 | 11.28 | −0.12 |
| −2 | 18.17 | 21.70 | −1.14 |
| −1 | 19.13 | 26.51 | −1.02 |
| 0 | 10.46 | 15.45 | −0.03 |
| 1 | 14.00 | 25.87 | −0.13 |
| 2 | 16.69 | 36.29 | −0.40 |
| 3 | 19.08 | 46.71 | −0.76 |
| 4 | 21.38 | 55.45 | −0.88 |

The coupled value cannot exceed the uncoupled one. The lowest uncoupled state has a single component, so the couplings contribute nothing to its mean energy, and the variational principle does the rest.

Two features stand out. Without coupling, \(N=0\) lies above \(N=-3\) by the Zeeman energy \(3\kappa\hbar\omega_0\approx4.17\) meV. With coupling it lies 0.83 meV below (from unrounded levels): \(N=-3\) has no partner to couple to, while \(N=0\) is pushed down by 4.99 meV. And the ladder is no longer even. From \(N=0\) to 4 the steps are 3.54, 2.69, 2.39 and 2.30 meV, whereas the uncoupled heavy-hole step is \(9.0\times1.158=10.4\) meV.

The lowest \(N=1\) state has weights 0.695, 0.036, 0.238 and 0.032 on \(m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\), with oscillator indices 1, 2, 3, 4. Its main admixture is the \(m=-\tfrac12\) component, reached through \(s_{13}\). A label such as "heavy hole, \(n=1\)" describes about 70% of it.

## 8. Where the reduction fails

The discarded bracket contains \(a^{\dagger2}J_+^2\) and its conjugate, which change \(F\) by \(\pm4\). With the cubic terms restored, \(N\) couples to \(N\pm4\), and a finite set of \(z\)-equations no longer suffices. The element from \((n=0,m=-\tfrac12)\) to \((n=2,m=\tfrac32)\) is

\[
\frac{\hbar^2}{2m_0}\,\frac{\gamma_3-\gamma_2}4\,\frac{2\sqrt2}{l^2}\,2\sqrt3=\hbar\omega_0\times0.2\times4.90\approx1.13\ \text{meV}.
\]

The last column of the table comes from diagonalizing the cubic Hamiltonian and following the state with the largest overlap. For \(N=0\) the squared overlap is 0.997, and the axial state is a good description. For \(N=-2\) and \(N=-1\) it is only 0.58 and 0.64, so there the quoted shift belongs to a strongly mixed state. In both cases the main partner is the second level with \(N\) larger by four: the \(N=2\) level at 18.97 meV supplies 40% of the state followed from \(N=-2\), and the \(N=3\) level at 20.44 meV supplies 35% of the state followed from \(N=-1\). The lowest \(N=3\) level, at 19.08 meV, is closer to the \(N=-1\) level at 19.13 meV but does not mix with it: the two behave oppositely under reflection in the middle plane of the well, a symmetry that the cubic terms keep.

A tilted field also breaks the reduction, because its in-plane part adds \(J_x\) or \(J_y\) and a vector potential that depends on \(z\). So does a potential that varies in the plane. By contrast, a term containing only \(J_z\) and \(z\) commutes with \(F\). The small cubic Zeeman term \(\hbar\omega_0qJ_z^3\) is an example; at a rough \(q=0.04\) it moves an \(m=\tfrac32\) component by 0.16 meV.

## 9. Beside a real well

The parameters are round values of the rough size met in arsenide III-V wells, and 10 T is a laboratory field. With a split-off band 340 meV away, a six-band axial calculation lowers the tabulated levels by at most about 0.35 meV; the \(N=-3\) level does not move, since at \(F=-\tfrac32\) the split-off states would need a negative oscillator index. About 1.3% of the lowest \(N=1\) state lies in the barriers, where real layers have other \(\gamma\)'s. The charge of the holes also changes the potential. One filled level holds \(eB/h=2.4\times10^{11}\) cm\(^{-2}\), and, spread evenly over the well with a rough dielectric constant of 12.5, it bends the band by about 4.4 meV between the middle and the edges of the well, if the compensating charge is shared equally by the two sides. With doping on one side only, the drop across the well is four times as large, about 17.5 meV. This belongs in \(V(z)\): it alters the energies but not the ansatz. Strain was not evaluated.

Temperature and disorder decide whether the levels can be resolved. The gap between the two lowest levels is 0.83 meV in the axial model. Warping reduces it to 0.74 meV and the rough \(q\) term of section 8 to about 0.45 meV, while the split-off band would add back about 0.1 meV. At 4 K, \(k_BT=0.34\) meV is only somewhat smaller than what remains; at 300 K it is 26 meV, more than the whole spread of the coupled levels in the table. A rough mobility of \(10^5\) cm\(^2\)/Vs gives \(\mu B=100\), or about 16 orbits within the transport scattering time. The width of a level is set by the quantum lifetime, which also counts small-angle scattering and can be ten or more times shorter. With a factor of ten, \(\omega_c\tau_q=10\), and a level spacing \(\hbar\omega_c\approx3.5\) meV, \(\hbar/\tau_q\) is roughly 0.4 meV. Separated Landau levels can be wider than this: the self-consistent Born approximation for short-range disorder gives a half-width \(\hbar\omega_c\sqrt{2/(\pi\omega_c\tau_q)}\approx0.9\) meV. Here that formula is only a guide, because small-angle scattering means smooth disorder. For a Gaussian correlation with the same two lifetimes, and a Fermi wave number between \(1/l\) and \(\sqrt2/l\), the same approximation gives about 0.8 to 1.1 meV for a level in \(u_0\). These widths scale with \(\hbar\omega_c\), and the zero-field mass of the subband at these wave numbers corresponds to anything from about 2.4 to 5.9 meV, depending on wave number and direction. For non-interacting holes the two lowest levels would overlap under these assumptions. This does not carry over to a layer with one filled level, because the exchange between holes has been left out: the Coulomb scale \(e^2/4\pi\epsilon l\) is 14 meV, and an unscreened Hartree–Fock estimate lowers the filled \(N=0\) level by about 13 meV. Screening and level mixing reduce this figure, but the gap at filling one cannot be read from the single-particle levels alone. The coupled levels in the table drop by up to about 0.005 meV when the \(z\) basis and the box are enlarged until the levels converge, enough to change a last digit but far less than the neglected effects; the warping shifts stay the same to about 0.001 meV with 60 sine functions, a 34 nm box and 26 oscillator functions. The other figures are in the numerical output below.

## Table of computed values

```
Luttinger parameters g1, g2, g3, kappa: 7.0, 2.0, 2.8, 1.2
in-plane average (g2+g3)/2: 2.40; dropped/kept (g3-g2)/(g3+g2): 0.167
well width 10.0 nm, depth 150.0 meV, field 10.0 T, outer box 30.0 nm
hbar^2/(2 m0) = 38.100 meV nm^2
magnetic length = 8.113 nm; hbar e B/m0 = 1.1577 meV
zero-field edges HH1, HH2, LH1 = 8.16, 32.34, 22.92 meV
N=1 couplings s13, s24 = 11.788, 16.671 meV
N=1 couplings c12, c34 = 91.10, 128.83 meV nm
Per N: two lowest levels; lowest without coupling; for the lowest level the
cubic-warping shift, overlap^2 with the cubic state, split-off shift (meV)
  N      E1      E2  uncoupled  cubic  overlap^2  split-off
 -3   11.28   35.47     11.28   -0.120    0.9835    -0.000
 -2   18.17   19.25     21.70   -1.139    0.5815    -0.091
 -1   19.13   20.90     26.51   -1.020    0.6351    -0.299
  0   10.46   17.69     15.45   -0.033    0.9974    -0.110
  1   14.00   17.94     25.87   -0.133    0.9882    -0.189
  2   16.69   18.97     36.29   -0.396    0.9390    -0.250
  3   19.08   20.44     46.71   -0.760    0.8590    -0.303
  4   21.38   22.17     55.45   -0.876    0.8857    -0.351
N=1 lowest state, weights m=3/2,1/2,-1/2,-3/2: 0.6949, 0.0357, 0.2380, 0.0315
N=1 lowest state, probability in barriers: 0.0133
largest shift of E1, 40 sines/30 nm box to 80 sines/40 nm box: 0.0035 meV
split-off splitting used in six-band model: 340.0 meV
q term for m=3/2 at rough q=0.04: 0.156 meV
holes per filled level eB/h: 2.418e+11 cm^-2
band bending by one filled level (rough eps_r=12.5): 4.38 meV
kT at 4 K and 300 K: 0.345, 25.85 meV
mobility*B at rough mobility 100000 cm2/Vs: 100
test: sines in x against z-equations, 12 levels, max difference 5.0e-13 meV
test: N found from these eigenvectors: 0 -3 1 2 -2 0 1 3 2 -1 -2 4
test: weight outside the four-component form: 3.3e-14
control: periodic x grid, max difference 1.1e-02 meV,
  edge states among its lowest 12: 1
test: finite differences against sine basis, N=1: 2.9e-04 meV
test: six-band at huge splitting against four-band: 8.1e-07 meV
```
